# Keating constants of silicon from its elastic constants: verification in Python

```python
"""Keating constants of silicon from its elastic constants.

Result under test, for the diamond structure with cubic edge a:
    alpha = a (C11 + 3 C12) / 4,    beta = a (C11 - C12) / 4
for the energy
    E = 3/(8 d^2) [ alpha sum_bonds (r.r - d^2)^2
                    + beta sum_angles (r.r' + d^2/3)^2 ],
d = sqrt(3) a / 4 the bond length, r and r' bond vectors from one atom,
each bond and each angle counted once.
Also tested: C44 with relaxed atoms, the internal shift zeta, the zone-centre
optical mode, and the response of a biaxially strained (001) film.
Internal units: length in angstrom, force constants in N/m,
energy in (N/m) angstrom^2. Strains: xx, yy, zz, then engineering yz, xz, xy.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar

C11, C12 = 165.7, 63.9          # GPa, input
a = 5.431                       # angstrom, input
d = np.sqrt(3) * a / 4
volume = a**3
to_GPa = 1 / const.angstrom / 1e9   # (N/m)/angstrom -> GPa

# Periodic cell of eight atoms; neighbours are found by distance.
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
atoms = a * np.vstack([fcc, fcc + 0.25])
bond0, partner = [], []
for i in range(8):
    vectors, ends = [], []
    for j in range(8):
        for n in itertools.product((-1, 0, 1), repeat=3):
            r = atoms[j] + a * np.array(n) - atoms[i]
            if abs(np.linalg.norm(r) - d) < 1e-6:
                vectors.append(r)
                ends.append(j)
    assert len(vectors) == 4
    bond0.append(vectors)
    partner.append(ends)
bond0, partner = np.array(bond0), np.array(partner)
first, second = np.triu_indices(4, 1)


def energy(strain, shift, alpha, beta):
    """Full nonlinear Keating energy of the eight-atom cell."""
    xx, yy, zz, yz, xz, xy = strain
    F = np.array([[1 + xx, xy / 2, xz / 2],
                  [xy / 2, 1 + yy, yz / 2],
                  [xz / 2, yz / 2, 1 + zz]])
    r = bond0 @ F.T + shift[partner] - shift[:, None, :]
    dots = r @ r.transpose(0, 2, 1)
    squares = np.diagonal(dots, axis1=1, axis2=2)
    stretch = 0.5 * np.sum((squares - d**2)**2)   # each bond seen twice
    bend = np.sum((dots[:, first, second] + d**2 / 3)**2)
    return 3 / (8 * d**2) * (alpha * stretch + beta * bend)


def hessian(f, size, h=1e-3):
    steps = h * np.eye(size)
    H = np.zeros((size, size))
    for i in range(size):
        for j in range(i, size):
            p, q = steps[i], steps[j]
            H[i, j] = H[j, i] = (f(p + q) - f(p - q) - f(q - p)
                                 + f(-p - q)) / (4 * h * h)
    return H


still = np.zeros((8, 3))

# Recover alpha and beta from the numerical response of the crystal.
columns = []
for unit_alpha, unit_beta in ((1, 0), (0, 1)):
    H = hessian(lambda s: energy(s, still, unit_alpha, unit_beta), 6)
    columns.append([H[0, 0], H[0, 1]])
response = np.array(columns).T / volume * to_GPa
alpha_num, beta_num = np.linalg.solve(response, [C11, C12])
alpha = a * (C11 + 3 * C12) / 4 / to_GPa
beta = a * (C11 - C12) / 4 / to_GPa
assert abs(alpha_num / alpha - 1) < 1e-4
assert abs(beta_num / beta - 1) < 1e-4
assert abs(alpha - 48.5) < 0.05 and abs(beta - 13.8) < 0.05

# Curvature of the energy of one isolated bond.
def one_bond(r):
    return 3 * alpha / (8 * d**2) * (r * r - d * d)**2


h = 1e-3
bond_curvature = (one_bond(d + h) - 2 * one_bond(d) + one_bond(d - h)) / h**2
assert abs(bond_curvature / (3 * alpha) - 1) < 1e-5

# Elastic constants with all atoms free to relax.
H = hessian(lambda x: energy(x[:6], x[6:].reshape(8, 3), alpha, beta), 30)
H_strain, H_mixed, H_atoms = H[:6, :6], H[6:, :6], H[6:, 6:]
atom_response = -np.linalg.pinv(H_atoms, rcond=1e-5) @ H_mixed
C_frozen = H_strain / volume * to_GPa
C_relaxed = (H_strain + H_mixed.T @ atom_response) / volume * to_GPa
C44 = 4 * alpha * beta / (alpha + beta) / a * to_GPa
C44_frozen = (alpha + beta) / a * to_GPa
assert abs(C_relaxed[0, 0] / C11 - 1) < 1e-4
assert abs(C_relaxed[0, 1] / C12 - 1) < 1e-4
assert np.max(np.abs(atom_response[:, :3])) < 1e-4   # no shift, axial strain
assert abs(C_relaxed[3, 3] / C44 - 1) < 1e-4
assert abs(C_frozen[3, 3] / C44_frozen - 1) < 1e-4

moved = atom_response[:, 3].reshape(8, 3)
relative = moved[4:].mean(axis=0) - moved[:4].mean(axis=0)
zeta = (alpha - beta) / (alpha + beta)
assert np.allclose(relative / (a / 4), [-zeta, 0, 0], atol=1e-4)

# Phonons of the cell: zone centre and the three X points.
mass = 28.085 * const.atomic_mass


def wavenumber(k):
    return np.sqrt(k / mass) / (2 * np.pi * const.c) / 100


optical = np.zeros((8, 3))
optical[:4, 0], optical[4:, 0] = 1, -1
optical = optical.ravel() / np.sqrt(8)
k_optical = 8 * (alpha + beta)
assert np.allclose(H_atoms @ optical, k_optical * optical,
                   atol=1e-4 * k_optical)
k_all = np.linalg.eigvalsh(H_atoms)
assert np.max(np.abs(k_all[:3])) < 1e-3      # rigid translations
k_TA = k_all[3:9].mean()                     # two modes at each of three X
assert np.ptp(k_all[3:9]) < 1e-3 * k_TA
assert k_all[9] > 1.1 * k_TA

# Pressure derivative of the bulk modulus at zero pressure.
def cell_energy_at_volume(x):
    e = x**(1 / 3) - 1
    return energy([e, e, e, 0, 0, 0], still, alpha, beta)


def bulk_modulus(x, h=1e-3):
    curvature = (cell_energy_at_volume(x + h) - 2 * cell_energy_at_volume(x)
                 + cell_energy_at_volume(x - h)) / h**2
    return x * curvature / volume * to_GPa


B = (C11 + 2 * C12) / 3
assert abs(bulk_modulus(1.0) / B - 1) < 1e-4
B_prime = -(bulk_modulus(1.01) - bulk_modulus(0.99)) / (0.02 * B)
assert abs(B_prime) < 1e-2

# Film on (001): in-plane strain fixed, normal strain free.
def film(e):
    best = minimize_scalar(
        lambda n: energy([e, e, n, 0, 0, 0], still, alpha, beta),
        bounds=(-3 * abs(e), 3 * abs(e)), method="bounded",
        options={"xatol": 1e-12})
    return best.x, best.fun / volume * to_GPa


M = C11 + C12 - 2 * C12**2 / C11
small = 1e-4
normal_small, density_small = film(small)
assert abs(normal_small / (-2 * C12 / C11 * small) - 1) < 1e-3
assert abs(density_small / (M * small**2) - 1) < 1e-3
stress_small = (film(1.5 * small)[1] - film(0.5 * small)[1]) / (2 * small)
assert abs(stress_small / (M * small) - 1) < 1e-3

e_film = 0.01
normal_linear = -2 * C12 / C11 * e_film
normal_full, density_full = film(e_film)
eta = e_film + e_film**2 / 2
normal_closed = np.sqrt(1 - 4 * C12 / C11 * eta) - 1
assert abs(normal_full - normal_closed) < 1e-7
stress = M * e_film
density = M * e_film**2
per_atom = density * 1e9 * volume * const.angstrom**3 / 8 / const.e * 1000

# Sizes of neglected effects, with rough typical values of real silicon.
B_prime_rough = 4.0
softening_rough = 1e-4          # relative loss of stiffness per K
T_growth, T_room = 900.0, 300.0
C44_rough, optical_rough, TA_rough = 80.0, 520.0, 150.0
pressure = -2 * stress / 3
B_change = 100 * B_prime_rough * pressure / B
soft = softening_rough * (T_growth - T_room)
hartree_unit = (const.physical_constants["Hartree energy"][0]
                / const.physical_constants["Bohr radius"][0]**2)

print(f"Input C11 = {C11:.1f} GPa")
print(f"Input C12 = {C12:.1f} GPa")
print(f"Input lattice constant a = {a:.3f} angstrom")
print(f"Bond length d = {d:.4f} angstrom")
print(f"C11 + 3 C12 = {C11 + 3 * C12:.1f} GPa")
print(f"C11 - C12 = {C11 - C12:.1f} GPa")
print(f"alpha, formula = {alpha:.3f} N/m")
print(f"beta, formula = {beta:.3f} N/m")
print(f"alpha, from numerical response = {alpha_num:.3f} N/m")
print(f"beta, from numerical response = {beta_num:.3f} N/m")
print(f"alpha = {alpha / hartree_unit:.5f} hartree/bohr^2")
print(f"beta = {beta / hartree_unit:.5f} hartree/bohr^2")
print(f"beta/alpha = {beta / alpha:.4f}")
print(f"Curvature of one bond, 3 alpha = {bond_curvature:.2f} N/m")
print(f"d alpha/d C11 = d beta/d C11 = {a / 4 / to_GPa:.4f} N/m per GPa")
print(f"d alpha/d C12 = {3 * a / 4 / to_GPa:.4f} N/m per GPa")
print(f"d beta/d C12 = {-a / 4 / to_GPa:.4f} N/m per GPa")
print(f"C11, atoms relaxed, numerical = {C_relaxed[0, 0]:.2f} GPa")
print(f"C12, atoms relaxed, numerical = {C_relaxed[0, 1]:.2f} GPa")
print(f"C44, formula = {C44:.2f} GPa")
print(f"C44, atoms relaxed, numerical = {C_relaxed[3, 3]:.2f} GPa")
print(f"C44, shift forbidden = {C_frozen[3, 3]:.2f} GPa")
print(f"C44 of real silicon, rough = {C44_rough:.0f} GPa")
print(f"Internal shift zeta, formula = {zeta:.4f}")
print(f"Internal shift zeta, numerical = {-relative[0] / (a / 4):.4f}")
print(f"Bulk modulus B = {B:.2f} GPa")
print(f"dB/dP of the model = {abs(B_prime):.3f}")
print(f"dB/dP of real silicon, rough = {B_prime_rough:.0f}")
print(f"Silicon atomic mass, input = {mass / const.atomic_mass:.3f} u")
print(f"Optical mode, model = {wavenumber(k_optical):.0f} cm^-1")
print(f"Optical mode, real, rough = {optical_rough:.0f} cm^-1")
print(f"TA mode at X, model = {wavenumber(k_TA):.0f} cm^-1")
print(f"TA mode at X, real, rough = {TA_rough:.0f} cm^-1")
print(f"Film: in-plane strain = {100 * e_film:.2f} %")
print(f"Film: normal strain, linear = {100 * normal_linear:.4f} %")
print(f"Film: normal strain, nonlinear = {100 * normal_full:.4f} %")
print(f"Film: biaxial modulus M = {M:.2f} GPa")
print(f"Film: in-plane stress, linear = {stress:.3f} GPa")
print(f"Film: energy density, linear = {1000 * density:.2f} MJ/m^3")
print(f"Film: energy density, nonlinear = {1000 * density_full:.2f} MJ/m^3")
print(f"Film: energy per atom, linear = {per_atom:.3f} meV")
print(f"Film: mean pressure = {pressure:.3f} GPa")
print(f"Film: neglected change of B, rough = {B_change:.1f} %")
print(f"Growth temperature, rough = {T_growth:.0f} K")
print(f"Reference temperature = {T_room:.0f} K")
print(f"Softening coefficient, rough = {softening_rough:.0e} per K")
print(f"Softening at growth, rough = {100 * soft:.0f} %")
print(f"alpha at growth, rough = {alpha * (1 - soft):.0f} N/m")
print(f"beta at growth, rough = {beta * (1 - soft):.0f} N/m")
print("all assertions hold")
```

Output:

```
Input C11 = 165.7 GPa
Input C12 = 63.9 GPa
Input lattice constant a = 5.431 angstrom
Bond length d = 2.3517 angstrom
C11 + 3 C12 = 357.4 GPa
C11 - C12 = 101.8 GPa
alpha, formula = 48.526 N/m
beta, formula = 13.822 N/m
alpha, from numerical response = 48.526 N/m
beta, from numerical response = 13.822 N/m
alpha = 0.03117 hartree/bohr^2
beta = 0.00888 hartree/bohr^2
beta/alpha = 0.2848
Curvature of one bond, 3 alpha = 145.58 N/m
d alpha/d C11 = d beta/d C11 = 0.1358 N/m per GPa
d alpha/d C12 = 0.4073 N/m per GPa
d beta/d C12 = -0.1358 N/m per GPa
C11, atoms relaxed, numerical = 165.70 GPa
C12, atoms relaxed, numerical = 63.90 GPa
C44, formula = 79.23 GPa
C44, atoms relaxed, numerical = 79.23 GPa
C44, shift forbidden = 114.80 GPa
C44 of real silicon, rough = 80 GPa
Internal shift zeta, formula = 0.5566
Internal shift zeta, numerical = 0.5566
Bulk modulus B = 97.83 GPa
dB/dP of the model = 0.000
dB/dP of real silicon, rough = 4
Silicon atomic mass, input = 28.085 u
Optical mode, model = 549 cm^-1
Optical mode, real, rough = 520 cm^-1
TA mode at X, model = 259 cm^-1
TA mode at X, real, rough = 150 cm^-1
Film: in-plane strain = 1.00 %
Film: normal strain, linear = -0.7713 %
Film: normal strain, nonlinear = -0.7782 %
Film: biaxial modulus M = 180.32 GPa
Film: in-plane stress, linear = 1.803 GPa
Film: energy density, linear = 18.03 MJ/m^3
Film: energy density, nonlinear = 18.21 MJ/m^3
Film: energy per atom, linear = 2.254 meV
Film: mean pressure = -1.202 GPa
Film: neglected change of B, rough = -4.9 %
Growth temperature, rough = 900 K
Reference temperature = 300 K
Softening coefficient, rough = 1e-04 per K
Softening at growth, rough = 6 %
alpha at growth, rough = 46 N/m
beta at growth, rough = 13 N/m
all assertions hold
```
